# The Hydrogen–Hydrogen C6 Coefficient from Discrete Laguerre Pseudostates

## The physical question

Two hydrogen atoms in their ground states are 15 bohr apart. Each is neutral and spherically symmetric, so neither produces an average electric field at the other, and their electron clouds hardly overlap. They still attract, because the electron motions become correlated. At large separation $R$ the energy is $-C_6/R^6$. Perturbation theory expresses $C_6$ as a sum over all excited states of both atoms, including the ionised ones, which form a continuum. The numerical problem is to replace that continuum by a short discrete sum with a controlled error.

Atomic units are used: energies in hartree, lengths in bohr. The protons are infinitely heavy, the electrons non-relativistic, the interaction instantaneous, and electron exchange between the atoms is neglected.

## From the Coulomb interaction to a pair sum

Put proton A at the origin and proton B at $R\hat z$. Let $\mathbf r_1$ be measured from A and $\mathbf r_2$ from B. The interaction between the atoms is

$$W=\frac1R+\frac1{|R\hat z+\mathbf r_2-\mathbf r_1|}-\frac1{|R\hat z-\mathbf r_1|}-\frac1{|R\hat z+\mathbf r_2|}.$$

For $s<R$, $1/|R\hat z-\mathbf s|=\sum_n S_n(\mathbf s)/R^{n+1}$ with $S_n=s^nP_n(\cos\theta)$. The vectors $\mathbf s$ here are $\mathbf r_1-\mathbf r_2$, $\mathbf r_1$ and $-\mathbf r_2$. The $n=0$ terms cancel by neutrality, and those with $n=1$ give $(z_1-z_2)-z_1+z_2=0$. For $n=2$, $S_2=z^2-(x^2+y^2)/2$, and only the cross terms survive:

$$V=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.$$

The first-order energy vanishes because $\langle 1s|\mathbf r|1s\rangle=0$. For the same reason $V$ cannot excite one atom alone. In second order both atoms go to p states. The pairs $p_xp_x$, $p_yp_y$ and $p_zp_z$ are orthogonal, so their squared coefficients add: $1+1+4=6$. With excitation energies $\omega_m=E_m+\tfrac12$ and $z_m=\langle m|z|1s\rangle$,

$$C_6=6\sum_{mn}\frac{z_m^2z_n^2}{\omega_m+\omega_n}.$$

The angular part of $z_m$ is $\int Y_{10}\cos\theta\,Y_{00}\,d\Omega=1/\sqrt3$. Hence $z_m^2=d_m^2/3$, where $d_m=\int u_m\,r\,u_{1s}\,dr$ and $u_{1s}=2re^{-r}$, and

$$C_6=\frac23\sum_{mn}\frac{d_m^2d_n^2}{\omega_m+\omega_n}.\tag{1}$$

In the true spectrum the sums include integrals over positive energies.

Two simple limits enclose the answer. Closure gives $\sum d_m^2=\langle r^2\rangle=3$. Every p state has $\omega\ge\tfrac12-\tfrac18=\tfrac38$, so $C_6\le\tfrac23\cdot 9/\tfrac34=8$. A lower limit comes from the variational argument below.

## Why a finite basis gives a lower bound

Let $A=H_1+H_2+1$, the two-atom excitation energy, and $|v\rangle=R^3V|1s\,1s\rangle$. Then $C_6=\langle v|A^{-1}|v\rangle$. On pairs of p states $A\ge\tfrac34$, so it is positive. For a real trial function $F$, completing the square gives

$$2\langle F|v\rangle-\langle F|A|F\rangle
=C_6-\langle F-A^{-1}v|A|F-A^{-1}v\rangle .\tag{2}$$

The left side therefore never exceeds $C_6$. Now restrict $F$ to products of $N$ radial p functions on each atom. Diagonalise the one-atom matrix $H$ in this basis. Products of its eigenvectors diagonalise $A$, with eigenvalues $\omega_m+\omega_n$, and maximising (2) over each coefficient gives the sum (1) over the $N$ matrix eigenstates. These are the pseudostates.

Two error statements follow. The result is a lower bound that cannot fall when functions are added at fixed scale, since the maximum is then taken over a larger space. By (2), the error is quadratic in the error of $F$. Neither statement gives a rate of convergence.

## The matrix in closed form

Keeping a general angular momentum $l$ costs nothing and serves the next dispersion term. With $x=\lambda r$, take

$$\phi_k=\sqrt{\frac{\lambda}{s_k}}\,x^{l+1}e^{-x/2}L_k^{(2l+2)}(x),\qquad s_k=\frac{(k+2l+2)!}{k!}.$$

These are orthonormal in $\int dr$, because $\int_0^\infty x^ae^{-x}L_j^{(a)}L_k^{(a)}dx=\delta_{jk}(k+a)!/k!$.

The generating function $\sum_kL_k^{(a)}t^k=(1-t)^{-a-1}e^{-xt/(1-t)}$ gains a factor $1/(1-t)=\sum_k t^k$ when $a$ rises by one. Therefore $L_k^{(2l+2)}=\sum_{i\le k}L_i^{(2l+1)}$, and

$$\phi_k=\sqrt{\lambda/s_k}\sum_{i=0}^kQ_i,\qquad Q_i=x^{l+1}e^{-x/2}L_i^{(2l+1)}(x).$$

The $Q_i$ are orthogonal with weight $1/r$: $\int Q_iQ_j\,dr/r=t_i\delta_{ij}$, with $t_i=(i+2l+1)!/i!$.

**Coulomb part.** Let $m=\min(j,k)$ and $M=\max(j,k)$. Then $\langle\phi_j|1/r|\phi_k\rangle=(\lambda/\sqrt{s_js_k})\sum_{i\le m}t_i$. Since $s_i-s_{i-1}=t_i[(i+2l+2)-i]=(2l+2)t_i$, the sum telescopes to $s_m/(2l+2)$, and

$$\langle\phi_j|\tfrac1r|\phi_k\rangle=\frac{\lambda}{2l+2}\sqrt{\frac{s_m}{s_M}}.$$

**Kinetic part.** Let $K=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}$. Differentiating $Q_i$ twice with respect to $x$ gives

$$Q_i''=x^{l+1}e^{-x/2}\Big[L''+\Big(\tfrac{2l+2}{x}-1\Big)L'+\Big(\tfrac{l(l+1)}{x^2}-\tfrac{l+1}{x}+\tfrac14\Big)L\Big].$$

Laguerre's equation, $xL''+(2l+2-x)L'+iL=0$, replaces the first two terms by $-iL/x$. Multiplying by $-\lambda^2/2$ and restoring $r$,

$$KQ_i=\Big[\frac{\lambda(i+l+1)}{2r}-\frac{\lambda^2}{8}\Big]Q_i.\tag{3}$$

Hence $K_{jk}=-\frac{\lambda^2}{8}\delta_{jk}+\frac{\lambda^2}{2\sqrt{s_js_k}}\sum_{i\le m}(i+l+1)t_i$. Write $(i+l+1)t_i=s_i-(l+1)t_i$. The identity $(i+2l+3)s_i-(i+2l+2)s_{i-1}=(2l+3)s_i$ follows from $(i+2l+2)s_{i-1}=i\,s_i$ and telescopes to $\sum_{i\le m}s_i=s_m(m+2l+3)/(2l+3)$. The second piece sums to $s_m/2$. Their difference is $s_m(2m+2l+3)/[2(2l+3)]$. Combining both parts in $H=K-1/r$,

$$H_{jk}=-\frac{\lambda^2}{8}\delta_{jk}+\left[\frac{\lambda^2(2m+2l+3)}{4(2l+3)}-\frac{\lambda}{2l+2}\right]\sqrt{\frac{s_m}{s_M}}.\tag{4}$$

**Dipole vector.** For $l=1$ and $\lambda=2$, $s_0=24$ and $\phi_0=(2/\sqrt3)r^2e^{-r}$. Thus $ru_{1s}=2r^2e^{-r}=\sqrt3\,\phi_0$. If $c_{0m}$ is the first component of normalised eigenvector $m$, then $d_m^2=3c_{0m}^2$. No integral remains.

For another scale, integrating the generating function against $x^ae^{-px}$ gives $a!/[p-(p-1)t]^{a+1}$. Its coefficient of $t^k$ is

$$\int_0^\infty x^ae^{-px}L_k^{(a)}dx=\frac{(k+a)!}{k!}\frac{(p-1)^k}{p^{k+a+1}}.\tag{5}$$

With $p=\frac12+\frac1\lambda$ and $a=2l+2$, the source components are

$$\langle\phi_k|r^lu_{1s}\rangle=2\lambda^{-l-3/2}\sqrt{s_k}\,\frac{(p-1)^k}{p^{k+2l+3}}.$$

Formula (4) and these components agreed with direct quadrature for $l=1,2,3$, six functions and $\lambda=1.7$.

## The algorithm and two cases by hand

1. Choose $N$ and set $\lambda=2$, $l=1$.
2. Fill $H_{jk}=-\frac12\delta_{jk}+\frac{4m+5}{10}\sqrt{s_m/s_M}$, which is (4) for these values.
3. Diagonalise; set $\omega_m=E_m+\frac12$ and $d_m^2=3c_{0m}^2$.
4. Evaluate the double sum (1), and repeat with larger $N$.

For $N=1$, $H_{00}=0$, $\omega=\frac12$ and $d^2=3$. Equation (1) gives $C_6^{(1)}=\frac23\cdot9/1=6$. With the earlier upper limit, $6\le C_6\le8$.

For $N=2$, $s_0/s_1=24/120=1/5$, so

$$H+\tfrac12=\begin{pmatrix}1/2&1/(2\sqrt5)\\1/(2\sqrt5)&9/10\end{pmatrix}.$$

The characteristic equation is $\omega^2-1.4\,\omega+0.4=0$, with roots $0.4$ and $1$. The second row fixes the eigenvector ratio, giving

$$c_0^2=\frac{(0.9-\omega)^2}{(0.9-\omega)^2+0.05}=\frac56,\ \frac16,$$

and hence $d^2=\frac52,\frac12$. Then

$$C_6^{(2)}=\frac23\left[\frac{25/4}{0.8}+\frac{2(5/4)}{1.4}+\frac{1/4}{2}\right]=\frac{363}{56}=6.48214.$$

The same two states give the static polarizability $\alpha=\frac23\sum d_m^2/\omega_m=\frac23(6.25+0.5)=4.5$ bohr³. This is the exact value for the model. Substitution shows that $f=(2r^2+r^3)e^{-r}$ solves $(H+\frac12)f=ru_{1s}$, and $f$ lies in the two-function space. The dispersion coefficient is not yet exact, because the correlated function $A^{-1}v$ is not contained in the product space.

## Convergence and independent evidence

Errors below are relative to the value at $N=30$, $6.4990267054$, with $\lambda=2$ throughout.

| $N$ | $C_6^{(N)}$ (hartree bohr⁶) | absolute shortfall |
|---:|---:|---:|
| 1 | 6.000000 | $5.0\times10^{-1}$ |
| 2 | 6.482143 | $1.7\times10^{-2}$ |
| 3 | 6.498444 | $5.8\times10^{-4}$ |
| 4 | 6.499003 | $2.4\times10^{-5}$ |
| 5 | 6.499025 | $1.4\times10^{-6}$ |
| 6 | 6.499027 | $1.1\times10^{-7}$ |

Four functions suffice for 6.499. Each added function reduces the shortfall by a factor that falls from about 30 to about 12 over the table, so in this range each further function brings a smaller relative improvement than the one before.

A lower bound that has stopped rising is not by itself proof of convergence. Changing the scale gives a further check: with $N=40$, both $\lambda=1.5$ and $\lambda=3$ reproduce $6.4990267054$.

A calculation without Laguerre functions uses the polarizability at imaginary frequency,

$$\alpha(i\omega)=\frac23\sum_m\frac{d_m^2\omega_m}{\omega_m^2+\omega^2}
=\frac23\,\mathrm{Re}\,\langle ru_{1s}|(H+\tfrac12+i\omega)^{-1}|ru_{1s}\rangle.$$

For positive $a\ne b$, partial fractions give

$$\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2(a+b)},$$

and continuity covers $a=b$. Therefore $(3/\pi)\int_0^\infty\alpha(i\omega)^2d\omega$ equals (1): the factors are $\frac3\pi\cdot\frac49\cdot\frac\pi2=\frac23$. Solving the radial equation by central differences out to 30 bohr, with steps 0.02 and 0.01 bohr, and extrapolating away the error quadratic in the step gave $6.4990267$.

The perturbation formula was also tested by diagonalising the two-atom matrix for $N=3$ at $R=10$ bohr. The lowest energy times $-R^6$ was $6.498396$, against $6.498444$ from the pair sum. The relative difference, $7\times10^{-6}$, has a simple origin. In this matrix the p pairs do not couple to each other through $V$, so the lowest energy obeys $|E|=\sum_i V_i^2/(\Omega_i+|E|)$, with $\Omega_i$ the pair energies. The extra $|E|\approx6.5\times10^{-6}$ in denominators of order one lowers the result by about that fraction.

## What the pseudostates represent

With ten functions the lowest pseudostate has energy $-0.125000$ and strength $d^2=1.66480$. The true 2p state has $-1/8$ and $1.66479$. The second pseudostate, at $-0.0547$, lies slightly above the true 3p energy $-1/18=-0.0556$. The third, at $-0.0112$, does not match 4p at $-1/32$. It and the seven positive-energy states are not individual physical levels. Together they carry the remaining dipole strength, and all ten strengths add to 3, because $ru_{1s}$ lies entirely in the basis.

The true bound states alone would not do. Equation (3) with $l=1$, $\lambda=2/n$ and $i=n-2$ is the hydrogen equation at $E=-1/(2n^2)$, so $u_n=cQ_{n-2}$. The virial theorem gives $\langle1/r\rangle=-2E=1/n^2$. Since also $\langle1/r\rangle=c^2t$, with $t=(n+1)n(n-1)$, we have $c=1/(n\sqrt t)$. Substituting $r=nx/2$,

$$d_n=\frac{n^3c}{4}\int_0^\infty x^4e^{-px}L_{n-2}^{(3)}dx,\qquad p=\frac{n+1}2.$$

The integral is minus the $p$-derivative of (5) with $a=3$, $k=n-2$. Taking minus the derivative multiplies (5) by $\frac{n+2}{p}-\frac{n-2}{p-1}=\frac{4n}{n^2-1}$. The powers of two combine to 16, so

$$d_n=\frac{16n^3\sqrt t}{n^2-1}\frac{(n-1)^{n-2}}{(n+1)^{n+2}},\qquad
d_n^2=\frac{256\,n^7(n-1)^{2n-5}}{(n+1)^{2n+5}}.$$

Summing pairs of these states up to $n=2000$ gives $3.924$, or $60.4\%$ of $C_6$. The remaining $39.6\%$ has at least one atom in the continuum. A normalisable basis captures this part because $A^{-1}v$ is itself a localised function, although the continuum states are not.

## Two atoms 15 bohr apart

At $R=15$ bohr, or 0.794 nm, the leading attraction is

$$\frac{C_6}{R^6}=\frac{6.49903}{15^6}=5.706\times10^{-7}\ \text{hartree}=15.5\ \mu\text{eV}.$$

In other units, $C_6=3.883$ eV Å⁶.

The largest omitted term at this distance is $-C_8/R^8$, from a dipole on one atom and a quadrupole on the other. The part of $S_3(\mathbf r_1-\mathbf r_2)$ linear in $\mathbf r_1$ is $\mathbf r_1\cdot\nabla S_3(\mathbf r_2)$, where $S_3=z^3-\frac32z(x^2+y^2)$ and $\nabla S_3=3(-xz,-yz,S_2)$. Averaging its square over the directions of $\mathbf r_1$ gives a factor $\frac13$. Averaging over those of $\mathbf r_2$ gives $9(\frac2{15}+\frac15)=3$. The product is $r_1^2r_2^4$. Energies do not depend on orientation, so this average replaces the sum over magnetic states. Counting both assignments of dipole and quadrupole,

$$C_8=2\sum_{mn}\frac{d_m^2q_n^2}{\omega_m^{(p)}+\omega_n^{(d)}},$$

where $q_n=\langle u_n|r^2|u_{1s}\rangle$ for d waves. Matrix (4) with $l=2$ supplies these states. The result is $C_8=124.40$ hartree bohr⁸, and the term is $8.5\%$ of the leading one. The $R^{-10}$ term, from dipole–octupole and quadrupole–quadrupole couplings, adds $1.0\%$. The three terms together give about 17.0 μeV for the electrostatic attraction. The magnetic interaction of the two electron spins, absent from this non-relativistic model, falls only as $R^{-3}$. For parallel spins along the axis its size is $1/(2c^2R^3)$, about 0.2 μeV here, and it lowers the energy. Sign and size depend on the spin state: to first order the singlet is unshifted, and the triplet with zero spin projection on the axis is raised by twice this amount.

Exchange requires overlap. In spheroidal coordinates the 1s overlap is

$$S=\frac{R^3}{4}\int_1^\infty d\xi\int_{-1}^1d\eta\,(\xi^2-\eta^2)e^{-R\xi}
=e^{-R}\left(1+R+\frac{R^2}{3}\right),$$

which is $2.78\times10^{-5}$ here. Taking $S^2$ times one hartree as a rough exchange scale gives about $0.1\%$ of the leading attraction. This crude scale is an overestimate. The known asymptotic form of half the singlet–triplet splitting, $0.82\,R^{5/2}e^{-2R}$ hartree, gives $6.7\times10^{-11}$ hartree, about $0.01\%$ of the leading attraction. As $R$ decreases it grows nearly exponentially, and both the multipole series and the neglect of exchange become unreliable.

The finite speed of light matters through the phase $\omega R/c$. With $\omega=\frac38$ and $c\approx137$, its square is about $0.2\%$, which gives only the order of magnitude: the retarded (Casimir–Polder) frequency integral weakens the attraction by about $0.08\%$ at 15 bohr. Near $R=c/\omega\approx365$ bohr retardation weakens the attraction by roughly a sixth, and well beyond that distance the instantaneous $R^{-6}$ law fails.

The proton mass changes the coefficient itself. For reduced mass $\mu$ in electron masses, setting $r=\rho/\mu$ turns $p^2/(2\mu)-1/r$ into $\mu$ times the infinite-mass Hamiltonian. Energies scale as $\mu$ and dipole elements as $\mu^{-1}$, so $C_6\propto\mu^{-4}/\mu=\mu^{-5}$. With the real proton mass this gives $6.517$, an increase of $0.27\%$. The value $6.499$ therefore belongs to the infinite-mass model. Its further digits measure numerical convergence, not knowledge of real atoms.

In a room-temperature gas containing atomic hydrogen, the thermal energy is roughly 26 meV, over a thousand times the attraction found here. At this distance the force only slightly perturbs a typical collision. At short range, where two atoms with paired spins can form a chemical bond, the dispersion formula does not describe the interaction. The complete convergence sequence and pseudospectrum are in the numerical output below.

## Numbers as computed

```
Lower bounds to C6 at lam = 2 /bohr (hartree bohr^6)
  N =  1: 6.0000000000
  N =  2: 6.4821428571
  N =  3: 6.4984439834
  N =  4: 6.4990025774
  N =  5: 6.4990253549
  N =  6: 6.4990265962
  N =  8: 6.4990267035
  N = 10: 6.4990267053
  N = 15: 6.4990267054
  N = 20: 6.4990267054
  N = 30: 6.4990267054
N = 2: excitation energy (hartree), d^2 (bohr^2)
  0.400000  2.500000
  1.000000  0.500000
Static polarizability, N = 2: 4.500000 bohr^3
N = 10: energy E (hartree), d^2 (bohr^2)
     -0.125000  1.66479945
     -0.054669  0.29653206
     -0.011224  0.27599273
      0.061344  0.28655777
      0.183640  0.23016024
      0.391690  0.14635680
      0.769869  0.07103409
      1.547834  0.02387517
      3.542343  0.00444932
     11.694172  0.00024236
True 2p strength d^2: 1.66478687 bohr^2
C6, N = 40, lam = 1.5 /bohr: 6.4990267054 hartree bohr^6
C6, N = 40, lam = 3.0 /bohr: 6.4990267054 hartree bohr^6
C6 from radial grid: 6.4990267 hartree bohr^6
C6 from two-atom matrix, N = 3, R = 10 bohr: 6.498396 hartree bohr^6
True bound-bound part of C6: 3.92355 hartree bohr^6
Bound-bound share: 60.37 %
C6 converted: 3.88334 eV angstrom^6
C8: 124.39908 hartree bohr^8
C10: 3285.8284 hartree bohr^10
Example separation: 15.0 bohr = 0.7938 nm
Leading attraction C6/R^6: 5.70559e-07 hartree
Leading attraction converted: 15.526 microelectronvolt
C8 term / C6 term: 8.507 %
C10 term / C6 term: 0.999 %
1s overlap S: 2.7837e-05 (no unit)
Rough exchange scale, S^2 hartree / C6 term: 0.136 %
Rough retardation scale, (w R/c)^2: 0.168 %
C6 with finite proton mass: 6.516743 hartree bohr^6
Finite-mass change in C6: 0.2726 %
```
